# The Field Inside a Spherical Air Pore in a Dielectric

## Choosing the field for a pore

An estimate of discharge, charge injection or electron heating in a porous insulator needs a value for the field in the pore. Three candidates are at hand: the field \(E_0\) in the surrounding solid, the value \(kE_0\) suggested by continuity of the displacement across a flat face, and something in between. For a solid with relative permittivity \(k=2.5\) the first two differ by a factor of 2.5, so the choice has to be settled before anything else is computed.

For one empty sphere in a uniform dielectric the answer is

\[
E_{\rm in}=F E_0,\qquad F=\frac{3k}{2k+1}. \tag{1}
\]

The pore field is larger than \(E_0\) by the factor \(F\); the fractional increase is \(F-1\). Here \(E_0\) is the macroscopic field in the dielectric far from the pore. For a small pore in a filled parallel-plate capacitor it is the voltage divided by the thickness. It is not the field in a vacuum outside the dielectric, a case treated separately below.

## Field equations and conditions at the wall

The dielectric is linear, isotropic and uniform, with \(k>1\). The pore has radius \(a\), is centred at the origin and has permittivity 1. It is far from the electrodes and from other pores, its wall carries no free charge, and the field is static. The algebra uses atomic units, in which \(4\pi\varepsilon_0=1\), so that

\[
\mathbf D=\mathbf E+4\pi\mathbf P,\qquad
\mathbf D=k\mathbf E\ \text{(solid)},\qquad
\mathbf D=\mathbf E\ \text{(pore)}. \tag{2}
\]

A static field has \(\nabla\times\mathbf E=0\), hence \(\mathbf E=-\nabla\phi\). Without free charge \(\nabla\cdot\mathbf D=0\). Since the permittivity is constant within each region, both regions obey

\[
\nabla^2\phi=0. \tag{3}
\]

At \(r=a\) two conditions join the regions. The potential is continuous, because a jump would mean an infinite field. The normal component of \(\mathbf D\) is continuous, because the flux of \(\mathbf D\) through a thin closed box straddling the wall equals \(4\pi\) times the enclosed free charge, which is zero:

\[
\phi_{\rm in}=\phi_{\rm out},\qquad
\frac{\partial\phi_{\rm in}}{\partial r}
=k\,\frac{\partial\phi_{\rm out}}{\partial r}
\qquad (r=a). \tag{4}
\]

Far away the field is \(E_0\) along \(z\). With the free constant in the potential set to zero, \(\phi+E_0 r\cos\theta\to0\) as \(r\to\infty\).

## Why a single multipole survives

The general solution of (3) is a sum over spherical harmonics \(Y_{lm}\) with radial functions \(r^l\) and \(r^{-l-1}\). In the pore the second kind is excluded, since it diverges at the centre, where there is no charge. In the solid the far condition fixes the growing part to be \(-E_0r\cos\theta\), which has \(l=1\), \(m=0\). For every other pair \((l,m)\) the radial functions are therefore \(A r^l\) inside and \(C r^{-l-1}\) outside. Conditions (4) give

\[
A a^l=C a^{-l-1},\qquad
lA a^{l-1}=-k(l+1)C a^{-l-2}. \tag{5}
\]

Multiplying the second equation by \(a\) and replacing \(Aa^l\) by means of the first gives

\[
\left[l+k(l+1)\right]C a^{-l-1}=0. \tag{6}
\]

The bracket is positive for all \(l\ge0\), so \(C=0\) and then \(A=0\). What remains is

\[
\phi_{\rm in}=-E_{\rm in}\,r\cos\theta,\qquad
\phi_{\rm out}=-E_0\,r\cos\theta+\frac{p\cos\theta}{r^2}. \tag{7}
\]

Since \(r\cos\theta=z\), the first expression describes a uniform field \(E_{\rm in}\) along \(z\). Uniformity is thus a result, not an assumption. The term with \(p\) is the potential of a dipole at the origin. Because every solution can be expanded in this way, the one found below is unique.

## Matching at the wall

Continuity of the potential in (7) at \(r=a\) reads \(-E_{\rm in}a=-E_0a+p/a^2\), where the common factor \(\cos\theta\) has been removed. Division by \(-a\) gives

\[
E_{\rm in}=E_0-\frac{p}{a^3}. \tag{8}
\]

The radial derivatives at the wall are \(-E_{\rm in}\cos\theta\) inside and \(-(E_0+2p/a^3)\cos\theta\) outside. The second condition in (4) becomes

\[
E_{\rm in}=k\left(E_0+\frac{2p}{a^3}\right). \tag{9}
\]

From (8), \(p/a^3=E_0-E_{\rm in}\). Inserting this in (9),

\[
E_{\rm in}=k\left(3E_0-2E_{\rm in}\right)
\quad\Longrightarrow\quad
(1+2k)E_{\rm in}=3kE_0, \tag{10}
\]

which is (1). The fractional increase is

\[
\beta\equiv F-1=\frac{3k-(2k+1)}{2k+1}=\frac{k-1}{2k+1}, \tag{11}
\]

and (8) then gives the dipole moment

\[
p=a^3(E_0-E_{\rm in})=-\beta a^3E_0. \tag{12}
\]

The radius appears in \(p\) but not in \(E_{\rm in}\). Within this model a small pore and a large one have the same field.

## Limits in permittivity and in shape

For a weak dielectric, \(k=1+\delta\) with \(\delta\ll1\), (11) gives \(\beta=\delta/(3+2\delta)\approx\delta/3\): to leading order one third of the excess permittivity appears as extra field. For any \(k\),

\[
F=\frac32-\frac{3}{2(2k+1)}. \tag{13}
\]

This form shows that \(F\) grows with \(k\) and stays below \(3/2\) for finite \(k\). The reason for the ceiling is visible in (9). As \(k\to\infty\) with \(E_{\rm in}\) finite, the bracket must vanish, so the field in the solid has no normal component at the wall. The bracket vanishes for \(p=-a^3E_0/2\), and (8) then gives \(E_{\rm in}=\tfrac32E_0\). The field in the solid passes around the pore instead of being forced through it.

A flat gap behaves differently. Consider a thin, wide gap with its faces normal to the field, and a point far from its edges. Continuity of normal \(\mathbf D\) gives

\[
E_{\rm gap}=kE_0, \tag{14}
\]

where \(E_0\) is the field in the solid next to the faces. This local field equals the far field only when the ratio of thickness to width is small compared with \(1/k\); for a thicker gap the field is below \(k\) times the far field. For a long thin channel parallel to the field, again far from its ends, continuity of the tangential field gives \(E_{\rm channel}=E_0\). The sphere lies between these cases because its wall is normal to the field at the poles and tangential at the equator. Using \(kE_0\) for a spherical pore overestimates the field by the factor \(k/F=(2k+1)/3\).

## The bound charge that raises the field

The extra field comes from polarization charge on the wall. There is none in the volume of the solid, because \(\nabla\cdot\mathbf P=(k-1)\nabla\cdot\mathbf E/4\pi=0\) there. The surface density \(\sigma\) follows from the jump in the normal electric field, which counts all charge, bound or free. By (4) the radial field just outside is \(E_{\rm in}\cos\theta/k\), so

\[
4\pi\sigma=\left(\frac1k-1\right)E_{\rm in}\cos\theta
=-\frac{k-1}{k}\,\frac{3k}{2k+1}\,E_0\cos\theta, \tag{15}
\]

\[
\sigma=-\frac{3\beta}{4\pi}E_0\cos\theta. \tag{16}
\]

The sign has a direct meaning. The solid is polarized along \(+z\). The solid above the pore ends at the pore's upper wall and exposes the negative ends of its dipoles there; the solid below exposes positive ends at the lower wall. The field between them points upward, along \(E_0\).

Its size follows from the potential of this charge alone. Try \(-g r\cos\theta\) inside and \(-g a^3\cos\theta/r^2\) outside, which agree at \(r=a\). The radial fields at the wall are \(g\cos\theta\) inside and \(-2g\cos\theta\) outside. Their jump, \(-3g\cos\theta\), must equal \(4\pi\sigma=-3\beta E_0\cos\theta\). Hence

\[
g=\beta E_0,\qquad E_{\rm in}=E_0+\beta E_0=FE_0. \tag{17}
\]

The dipole moment of the wall charge is, with \(\mu=\cos\theta\),

\[
\int\sigma\,a\cos\theta\,dS
=-\frac{3\beta}{4\pi}E_0\,a^3\,2\pi\int_{-1}^{1}\mu^2\,d\mu
=-\beta a^3E_0, \tag{18}
\]

in agreement with (12). The coefficient \(p\) is therefore the full moment of the wall charge, and no further division by \(k\) is needed. Seen from the solid, the pore is a dipole opposed to the field, although the field inside it is raised.

## The field in the solid beside the pore

With (12), the outside potential is \(-E_0r\cos\theta\,(1+\beta a^3/r^3)\). Writing \(u=a^3/r^3\), which runs from 0 far away to 1 at the wall, the field components are

\[
E_r=E_0(1-2\beta u)\cos\theta,\qquad
E_\theta=-E_0(1+\beta u)\sin\theta. \tag{19}
\]

The squared magnitude is

\[
\frac{|\mathbf E|^2}{E_0^2}
=(1-2\beta u)^2\cos^2\theta+(1+\beta u)^2\sin^2\theta. \tag{20}
\]

From (11), \(0<\beta<1/2\), so \(0<1-2\beta u<1<1+\beta u\). The expression is largest when \(\sin\theta=1\) and \(u=1\), that is, at the equator of the wall. The values there and at the poles are

\[
E_{\rm equator}=(1+\beta)E_0=E_{\rm in},\qquad
E_{\rm pole}=(1-2\beta)E_0=\frac{3E_0}{2k+1}=\frac{E_{\rm in}}{k}. \tag{21}
\]

The solid at the equator is thus under the same field as the pore. This is the highest field in the solid, but it is reached only at the wall, and its excess over \(E_0\) fades within about one pore radius. If it exceeds a breakdown field measured in a uniform field, that alone does not show that the solid breaks down. The increase is local: in the equatorial plane it falls as \(\beta a^3/r^3\), which at \(r=2a\) is one eighth of its value at the wall.

## A pore in a finite cell

In a porous film the known quantity may be an average field, and the pores are not infinitely far apart. A solvable model shows the effect. Place the pore at the centre of a dielectric sphere of radius \(R\) and hold the outer surface at the potential \(-E_0z\). The volume average of the field is then \(E_0\), whatever the cell contains. Because \(\phi\) is continuous at the pore wall, the gradient theorem can be applied to the whole cell of volume \(V\), with outward normal \(\mathbf n\):

\[
\langle\mathbf E\rangle=-\frac1V\oint\phi\,\mathbf n\,dS
=\frac{E_0}{V}\oint z\,\mathbf n\,dS
=\frac{E_0}{V}\int\nabla z\,dV=E_0\hat{\mathbf z}. \tag{22}
\]

The wall conditions are unchanged, so the solution in the solid has the earlier form with an unknown amplitude \(B\) in place of \(E_0\). Let \(f=(a/R)^3\) be the pore's volume fraction. At \(r=R\),

\[
-BR\cos\theta\,(1+\beta f)=-E_0R\cos\theta
\quad\Longrightarrow\quad B=\frac{E_0}{1+\beta f}. \tag{23}
\]

Since \(E_{\rm in}=FB\),

\[
\frac{E_{\rm in}}{E_0}=\frac{F}{1+\beta f}
=\frac{3k}{2k+1+f(k-1)}. \tag{24}
\]

For \(f\to0\) this is (1). For \(f\to1\) it tends to 1, as it must when the pore fills the cell and its field is the average. At small \(f\) the relative reduction is \(\beta f\) to leading order. Applying (24) to a film treats every pore as if it sat in such a cell. That is a mean-field estimate, and it does not describe the field between two nearly touching pores. The \(k\) in it is that of the solid around the pore, not the effective permittivity of the porous film.

## When the applied field is a vacuum field

Suppose instead that a slab stands in a vacuum field \(E_{\rm ext}\) normal to its faces. Polarization puts bound sheets of density \(\pm P\) on the faces, with \(P=(k-1)E_0/4\pi\). Each sheet produces a field \(2\pi P\), and inside the slab both oppose \(E_{\rm ext}\):

\[
E_0=E_{\rm ext}-4\pi P=E_{\rm ext}-(k-1)E_0
\quad\Longrightarrow\quad E_0=\frac{E_{\rm ext}}{k}. \tag{25}
\]

Equation (1) still holds with this \(E_0\), and

\[
E_{\rm in}=\frac{3}{2k+1}E_{\rm ext}<E_{\rm ext}. \tag{26}
\]

The pore field is above the field in the solid but below the vacuum field. A statement that the pore enhances "the applied field" is therefore true for the first meaning and false for the second.

## A worked example

Take the round model values \(k=2.5\), \(a=20\) Å and \(E_0=0.020\) eV/(e Å). Then

\[
F=\frac{7.5}{6}=1.25,\qquad \beta=\frac{1.5}{6}=0.25,
\qquad E_{\rm in}=1.25\times0.020=0.025\ \text{eV/(e Å)}. \tag{27}
\]

With the atomic unit of field equal to 51.42 eV/(e Å), the pore field is \(4.86\times10^{-4}\) atomic units. In the solid, (21) gives 0.025 eV/(e Å) at the equator and \(0.025/2.5=0.010\) eV/(e Å) at the poles.

A unit charge that crosses the pore along its 40 Å diameter without losses gains \(40\times0.025=1.0\) eV from this field. The same length of solid without a pore would account for 0.8 eV. The additional 0.2 eV does not require a higher voltage. On the axis, (19) shows that the field in the solid is lowered by \(2\beta E_0a^3/r^3\). Integrated from \(a\) to infinity this is \(\beta aE_0=0.25\times20\times0.020=0.1\) eV on each side, which balances the gain. These figures count the applied field only. A carrier in the pore also polarizes the wall and is attracted to it. At a distance \(d\) from the wall the flat-wall image force is \(\frac{k-1}{k+1}\,\frac{14.40}{4d^2}\) eV/Å with \(d\) in Å, which exceeds 0.025 eV/Å for \(d\) below about 8 Å. This force does no net work between points placed symmetrically about the centre, but it dominates the motion near the wall. A gain of 1.0 eV is also far below the ionization energies of oxygen and nitrogen (about 12 and 16 eV), so a pore of this size at this field cannot sustain a gas discharge.

To express charge in units of e, the field in (12) and (16) is divided by \(e^2/4\pi\varepsilon_0=14.40\) eV Å. The peak wall charge and the dipole are

\[
|\sigma|_{\max}=\frac{3\times0.25\times0.020}{4\pi\times14.40}
=8.3\times10^{-5}\ \text{e/Å}^2, \tag{28}
\]

\[
p=-\frac{0.25\times20^3\times0.020}{14.40}=-2.8\ \text{e Å}. \tag{29}
\]

The bound charge on each hemisphere is \(\pi a^2|\sigma|_{\max}=0.10\) e. A single electron trapped on the wall produces at the centre a field of magnitude \(\frac{3}{2k+1}\,\frac{14.40}{20^2}=0.018\) eV/(e Å), several times the enhancement of 0.005 eV/(e Å). For a pore of this size one trapped carrier is enough to invalidate the assumption of an uncharged wall.

In a cell with \(R=2a\), the pore fraction is \(f=0.125\) and (24) gives \(1.25/(1+0.03125)=1.212\). The pore field is then 0.0242 eV/(e Å), about 3% below the isolated value. If 0.020 eV/(e Å) were the vacuum field outside a slab, the field in the solid would be \(0.4\times0.020=0.008\) eV/(e Å) and the pore field 0.010 eV/(e Å). The meaning given to "applied" matters far more here than the finite cell does.

The numerical output below includes solutions of the field equation on a grid in \(r\) and \(\theta\), with no angular form assumed. Their mean pore factors lie above the formulas by less than 0.1% of the factor. The finite outer radius \(R=20a\) does not explain this offset, since by (24) it would lower the factor, and by a much smaller amount. Discretization error is the likely cause, but no sequence of finer grids was run to establish it.

## Free charge and other limits of the result

The condition of no free charge on the wall can fail in a leaky dielectric. Let the solid have a uniform ohmic conductivity, let the pore be insulating, and let a steady state be reached. Free charge collects on the wall until no current flows into it, so the normal field on the solid side vanishes. Equation (8), which expresses continuity of the potential, still holds, but (9) is replaced by

\[
E_0+\frac{2p}{a^3}=0
\quad\Longrightarrow\quad
E_{\rm in}=E_0-\frac{p}{a^3}=\frac32E_0, \tag{30}
\]

whatever the value of \(k\). Equation (1) thus describes the pore before such charge has collected, and (30) the steady state under a constant field, provided that the wall itself does not conduct. If the wall has a surface conductance \(s_s\) and the solid a conductivity \(s\), the current balance at the wall reads \(s\,(E_0+2p/a^3)=2s_sE_{\rm in}/a\), and with (8) this gives \(E_{\rm in}=3E_0/[2(1+s_s/(sa))]\). The pore field then falls below \(E_0\) once \(s_s>sa/2\), a condition more easily met in small pores.

A discharge in the pore also deposits charge on the wall. The potential remains continuous there, but the second condition in (4) no longer holds. If the permittivity depends on the field, the uneven field (19) makes \(k\) vary from place to place, and (3) no longer holds in the solid. Finally, a pore only a few atomic spacings wide has no sharp wall on the scale of its radius, and the continuum value of \(F\) is then an estimate of unknown error.

## Calculated quantities

```
Finite-volume test: mean pore factor, formula, spread in pore
  k= 1.5 R/a=20.0: 1.1256 1.1250 6.5e-04
  k= 2.5 R/a=20.0: 1.2508 1.2500 7.2e-04
  k= 4.0 R/a=20.0: 1.3342 1.3333 7.7e-04
  k=12.0 R/a=20.0: 1.4409 1.4400 8.3e-04
  k= 2.5 R/a= 2.0: 1.2125 1.2121 7.0e-04
  k=12.0 R/a= 2.0: 1.3654 1.3649 7.9e-04
Permittivity k (dimensionless): 2.5
Pore radius a: 20.0 angstrom
Far field E0 in dielectric: 0.0200 eV/(e angstrom)
Factor F (dimensionless): 1.2500
Fractional increase beta (dimensionless): 0.2500
Pore field E_in: 0.0250 eV/(e angstrom)
Pore field E_in: 4.8617e-04 atomic units
Atomic unit of field: 51.4221 eV/(e angstrom)
Field in solid at pole: 0.0100 eV/(e angstrom)
Field in solid at equator: 0.0250 eV/(e angstrom)
Energy drop over 2a, with pore: 1.0000 eV
Energy drop over 2a, no pore: 0.8000 eV
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
Peak wall charge magnitude: 8.2895e-05 e/angstrom^2
Pore dipole p along E0: -2.7778 e angstrom
Pore fraction f at R=2a (dimensionless): 0.1250
Factor E_in/E0 at R=2a (dimensionless): 1.2121
Pore field at R=2a: 0.0242 eV/(e angstrom)
Slab ratio E0/E_ext (dimensionless): 0.4000
Pore ratio E_in/E_ext (dimensionless): 0.5000
Pore field if E_ext=0.02: 0.0100 eV/(e angstrom)
```
